# Why a low-permittivity layer costs more capacitance at the inner electrode: a numerical check

```python
# Result under test: in a coaxial capacitor with fixed electrode radii a < b, a
# shell of thickness t and low permittivity kL inside a dielectric of higher
# permittivity kH lowers the capacitance more at the inner electrode than at the
# outer one.  With Sigma = integral dr/(k r), capacitance per length is
# 1/(2 Sigma) in atomic units (4 pi eps0 = 1), and
# Sigma = ln(b/a)/kH + (1/kL - 1/kH) ln(1 + t/s) for a shell starting at radius s.
# Lengths are in nm, voltages in V, fields in V/nm unless printed otherwise.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ive, kve


def solve_laplace(a, b, s, t, k_shell, k_rest, power=1, n=1500):
    """Linear finite elements for (r^power k phi')' = 0, phi(a)=1, phi(b)=0.
    power = 0, 1, 2: flat, cylindrical, spherical.  Returns the integral of
    k r^power phi'^2 (twice the energy factor), the nodes and phi."""
    edges = [a, s, s + t, b]
    nodes, perm = [np.array([a])], []
    for lo, hi, k in zip(edges[:-1], edges[1:], [k_rest, k_shell, k_rest]):
        if hi - lo > 1e-9:
            nodes.append(np.linspace(lo, hi, n + 1)[1:])
            perm.append(np.full(n, float(k)))
    r, k = np.concatenate(nodes), np.concatenate(perm)
    h = np.diff(r)
    weight = (r[1:]**(power + 1) - r[:-1]**(power + 1)) / (power + 1)
    stiff = k * weight / h**2
    band = np.zeros((3, len(r) - 2))
    band[0, 1:] = -stiff[1:-1]
    band[1] = stiff[:-1] + stiff[1:]
    band[2, :-1] = -stiff[1:-1]
    rhs = np.zeros(len(r) - 2)
    rhs[0] = stiff[0]
    phi = np.concatenate([[1.0], solve_banded((1, 1), band, rhs), [0.0]])
    return np.sum(stiff * np.diff(phi)**2), r, phi


def sigma_formula(a, b, s, t, k_shell, k_rest):
    return np.log(b / a) / k_rest + (1/k_shell - 1/k_rest) * np.log(1 + t / s)


# Rough typical values for a pillar-type DRAM cell
a, T, t, kH, kL = 8.0, 5.0, 0.5, 40.0, 10.0
b, height, volt = a + T, 1000.0, 0.5
s_in, s_out = a, b - t
au_to_fF = 4 * np.pi * const.epsilon_0 * 1e-9 * 1e15   # per nm of length

# Capacitance formula against the field solution, shell at several positions
numeric = []
for s in np.linspace(s_in, s_out, 7):
    F = solve_laplace(a, b, s, t, kL, kH)[0]
    assert abs(F * sigma_formula(a, b, s, t, kL, kH) - 1) < 1e-6
    numeric.append(F)
assert np.all(np.diff(numeric) > 0)
F_in, F_out = numeric[0], numeric[-1]
F_uni = solve_laplace(a, b, a, t, kH, kH)[0]

# Controls: no curvature gives no difference; high-permittivity shell reverses it
flat_in = solve_laplace(a, b, s_in, t, kL, kH, power=0)[0]
flat_out = solve_laplace(a, b, s_out, t, kL, kH, power=0)[0]
assert abs(flat_in / flat_out - 1) < 1e-7
assert (solve_laplace(a, b, s_in, t, 2*kH, kH)[0]
        > solve_laplace(a, b, s_out, t, 2*kH, kH)[0])


def added_sigma(a, b, t, k_shell, k_rest):
    base = 1 / solve_laplace(a, b, a, t, k_rest, k_rest)[0]
    inner = 1 / solve_laplace(a, b, a, t, k_shell, k_rest)[0] - base
    outer = 1 / solve_laplace(a, b, b - t, t, k_shell, k_rest)[0] - base
    return inner, outer


# Ratio of added Sigma lies between 1 and b/a for random geometries
rng = np.random.default_rng(4)
for _ in range(25):
    width, radius = 1.0, rng.uniform(0.3, 10)
    inner, outer = added_sigma(radius, radius + width, rng.uniform(0.1, 0.9),
                               rng.uniform(2, 15), rng.uniform(20, 80))
    assert 1 < inner / outer < (radius + width) / radius

# Inner-outer difference as a function of shell thickness
thick = np.linspace(0.5, 4.5, 9)
gap = []
for tt in thick:
    inner, outer = added_sigma(a, b, tt, kL, kH)
    expected = (1/kL - 1/kH) * np.log(1 + tt * (T - tt) / (a * b))
    assert abs((inner - outer) / expected - 1) < 1e-4
    gap.append(inner - outer)
assert abs(thick[np.argmax(gap)] - T/2) < 1e-9

# Thin-shell expansion: its error must fall as the square of the thickness
errors = []
for tt in (0.5, 0.25):
    inner, outer = added_sigma(a, b, tt, kL, kH)
    errors.append(inner/outer - (b/a) * (1 - tt/2 * (1/a + 1/b)))
assert 3.4 < errors[0] / errors[1] < 4.6

# Outer shell that costs as much as the inner one
t_equal = b * t / (a + t)
F_equal = solve_laplace(a, b, b - t_equal, t_equal, kL, kH)[0]
assert abs(F_equal / F_in - 1) < 1e-6

# Lost fraction and extra voltage at equal charge
x_in = (kH/kL - 1) * np.log(1 + t/s_in) / np.log(b/a)
x_out = (kH/kL - 1) * np.log(1 + t/s_out) / np.log(b/a)
loss_in, loss_out = x_in / (1 + x_in), x_out / (1 + x_out)
assert abs((1 - F_in/F_uni) - loss_in) < 1e-6
assert abs((1 - F_out/F_uni) - loss_out) < 1e-6
assert 1 < loss_in / loss_out < x_in / x_out

# Field formula against the field solution in the shells
sig_in = sigma_formula(a, b, s_in, t, kL, kH)
sig_out = sigma_formula(a, b, s_out, t, kL, kH)
sig_uni = np.log(b/a) / kH
for s, sig in ((s_in, sig_in), (s_out, sig_out)):
    _, r, phi = solve_laplace(a, b, s, t, kL, kH)
    mid, field = (r[1:] + r[:-1]) / 2, -np.diff(phi) / np.diff(r)
    j = np.argmin(abs(mid - s - t/2))
    assert abs(field[j] * kL * mid[j] * sig - 1) < 1e-5
peak_low = [volt / (kL * s_in * sig_in), volt / (kL * s_out * sig_out)]
peak_high = [volt / (kH * (a + t) * sig_in), volt / (kH * a * sig_out)]
share = [(np.log(1 + t/s) / kL) / g for s, g in ((s_in, sig_in), (s_out, sig_out))]

C_uni, C_in, C_out = [height * au_to_fF / (2*g) for g in (sig_uni, sig_in, sig_out)]

# Neglected effect: screening in the electrodes (free-electron Thomas-Fermi)
density = 5e28                                          # per m^3, rough
fermi = (const.hbar**2 * (3*np.pi**2*density)**(2/3)) / (2*const.m_e)
screen = 1e9 * np.sqrt(const.epsilon_0 * 2*fermi / (3*density*const.e**2))
assert abs(ive(0, a/screen) / ive(1, a/screen) - 1) < 0.01
assert abs(kve(0, b/screen) / kve(1, b/screen) - 1) < 0.01
extra = screen/a + screen/b
C_screen = [height*au_to_fF / (2*(g + extra)) for g in (sig_uni, sig_in, sig_out)]

# Neglected effect: hemispherical closed end
cap_in = au_to_fF/2 * solve_laplace(a, b, s_in, t, kL, kH, power=2)[0]
cap_out = au_to_fF/2 * solve_laplace(a, b, s_out, t, kL, kH, power=2)[0]
assert cap_in < cap_out

# Neglected effect: permittivity kH (1 - beta E^2), 5 percent at 1 MV/cm (rough)
drop_at_1 = 0.05
x_gl, w_gl = np.polynomial.legendre.leggauss(24)


def nonlinear_capacitance(lo, hi, log_shell, sig, beta):
    r, w = (hi + lo)/2 + (hi - lo)/2 * x_gl, (hi - lo)/2 * w_gl

    def voltage(g):
        E = g / (kH * r)
        for _ in range(60):
            E = g / (r * kH * (1 - beta * E**2))
        return w @ E + g * log_shell / kL
    g = brentq(lambda y: voltage(y) - volt, 0.1*volt/sig, 1.05*volt/sig)
    return height * au_to_fF * g / (2 * volt)


regions = [(a + t, b, np.log(1 + t/s_in), sig_in),
           (a, b - t, np.log(1 + t/s_out), sig_out)]
for region, C in zip(regions, (C_in, C_out)):
    assert abs(nonlinear_capacitance(*region, 0.0) / C - 1) < 1e-8
C_nl = [nonlinear_capacitance(*reg, drop_at_1 / 0.1**2) for reg in regions]
assert C_nl[0] < C_nl[1]

# Neglected effect: tunnelling and thermal emission through the stack
barrier, mass, temp, hold = 1.5, 0.3, 360.0, 0.064      # eV, m_e, K, s (rough)
kT = const.k * temp / const.e
radius = np.linspace(a, b, 1001)


def wave_number(energy):
    return np.sqrt(2*mass*const.m_e*const.e*energy) / const.hbar * 1e-9


def barrier_profile(s, sig, inner_emits):
    part = (np.log(radius/a)/kH
            + (1/kL - 1/kH)*np.log(np.clip(radius, s, s + t)/s)) / sig
    return barrier - volt * (part if inner_emits else 1 - part)


def wkb(profile, energy):
    k = wave_number(np.clip(profile - energy, 0, None))
    return np.exp(-2 * np.sum((k[1:] + k[:-1])/2 * np.diff(radius)))


def leaked_charge(s, sig, inner_emits):
    profile = barrier_profile(s, sig, inner_emits)
    energy = np.linspace(-1.5, barrier + 0.5, 1201)
    trans = np.array([wkb(profile, e) for e in energy])
    supply = np.logaddexp(0, -energy/kT) - np.logaddexp(0, -(energy + volt)/kT)
    y = trans * supply
    integral = np.sum((y[1:] + y[:-1])/2 * np.diff(energy)) * const.e
    density_J = (const.e*mass*const.m_e*const.k*temp
                 / (2*np.pi**2*const.hbar**3)) * integral
    area = 2*np.pi*(a if inner_emits else b)*height*1e-18
    return density_J * area * hold


leak = []
for s, sig, C in ((s_in, sig_in, C_in), (s_out, sig_out, C_out)):
    worst = max(leaked_charge(s, sig, True), leaked_charge(s, sig, False))
    leak.append(worst / (C * 1e-15 * volt))

# WKB factor against direct propagation of the wave function (flat geometry)
profile = barrier_profile(s_in, sig_in, True)
k_left, k_right = wave_number(5.0), wave_number(5.0 + volt)
psi, slope = 1.0 + 0j, 1j * k_right
for U, h in zip(((profile[1:] + profile[:-1])/2)[::-1], np.diff(radius)[::-1]):
    q = wave_number(U)
    psi, slope = (psi*np.cosh(q*h) - slope*np.sinh(q*h)/q,
                  slope*np.cosh(q*h) - psi*q*np.sinh(q*h))
direct = k_right / k_left / abs((psi + slope/(1j*k_left))/2)**2
wkb_ratio = direct / wkb(profile, 0.0)
assert 0.2 < wkb_ratio < 5      # WKB omits a prefactor of order one

print(f"inner radius a = {a:.1f} nm, outer radius b = {b:.1f} nm")
print(f"total thickness T = {T:.1f} nm, shell t = {t:.1f} nm")
print(f"permittivities kH = {kH:.0f}, kL = {kL:.0f}")
print(f"height = {height:.0f} nm, voltage = {volt:.2f} V")
print(f"ln(b/a) = {np.log(b/a):.5f}")
print(f"shell logarithm inner = {np.log(1+t/s_in):.5f}")
print(f"shell logarithm outer = {np.log(1+t/s_out):.5f}")
print(f"Sigma uniform = {sig_uni:.6f}")
print(f"Sigma inner = {sig_in:.6f}, outer = {sig_out:.6f}")
print(f"x inner = {x_in:.4f}, x outer = {x_out:.4f}")
print(f"ratio of added Sigma = {x_in/x_out:.4f}, b/a = {b/a:.4f}")
print(f"thin-shell estimate of ratio = {(b/a)*(1-t/2*(1/a+1/b)):.4f}")
print(f"C uniform = {C_uni:.3f} fF")
print(f"C inner = {C_in:.3f} fF, C outer = {C_out:.3f} fF")
print(f"C/length inner = {1/(2*sig_in):.2f} a.u., outer = {1/(2*sig_out):.2f} a.u.")
print(f"loss inner = {C_uni-C_in:.3f} fF = {100*loss_in:.1f} percent")
print(f"loss outer = {C_uni-C_out:.3f} fF = {100*loss_out:.1f} percent")
print(f"ratio of capacitance losses = {loss_in/loss_out:.3f}")
print(f"extra voltage at equal charge, inner = {volt*x_in:.4f} V")
print(f"extra voltage at equal charge, outer = {volt*x_out:.4f} V")
print(f"equal-cost outer thickness = {t_equal:.3f} nm")
print(f"voltage share of shell: inner {100*share[0]:.1f}, "
      f"outer {100*share[1]:.1f} percent")
print("Other inner radii, same T, t, kH, kL:")
for aa in (4.0, 16.0, 32.0, 1000.0):
    bb = aa + T
    F0 = solve_laplace(aa, bb, aa, t, kH, kH)[0]
    li = 100*(1 - solve_laplace(aa, bb, aa, t, kL, kH)[0]/F0)
    lo = 100*(1 - solve_laplace(aa, bb, bb - t, t, kL, kH)[0]/F0)
    print(f"a = {aa:.0f} nm: loss inner {li:.2f}, outer {lo:.2f} percent")
print("Neglected effects (rough inputs):")
print(f"electrode electron density = {density*1e-6:.1e} cm^-3")
print(f"screening length = {screen:.4f} nm")
print(f"with screening: C uniform = {C_screen[0]:.3f} fF")
print(f"with screening: C inner = {C_screen[1]:.3f}, outer = {C_screen[2]:.3f} fF")
print(f"end cap adds: inner {cap_in:.4f}, outer {cap_out:.4f} fF")
print(f"assumed kH drop at 1 MV/cm = {100*drop_at_1:.0f} percent")
print(f"with kH drop: C inner = {C_nl[0]:.3f}, outer = {C_nl[1]:.3f} fF")
low_bd, high_bd = 8.0, 4.0
print(f"rough breakdown fields: kL {low_bd:.0f}, kH {high_bd:.0f} MV/cm")
print(f"peak field in kL: inner {10*peak_low[0]:.2f}, "
      f"outer {10*peak_low[1]:.2f} MV/cm")
print(f"peak field in kH: inner case {10*peak_high[0]:.2f}, "
      f"outer case {10*peak_high[1]:.2f} MV/cm")
print(f"barrier = {barrier:.1f} eV, tunnelling mass = {mass:.1f} m_e")
print(f"temperature = {temp:.0f} K, holding time = {1000*hold:.0f} ms")
print(f"charge fraction leaked: inner {leak[0]:.1e}, outer {leak[1]:.1e}")
print(f"direct / WKB transmission = {wkb_ratio:.2f}")
print("no test failed")
```

Printed output:

```
inner radius a = 8.0 nm, outer radius b = 13.0 nm
total thickness T = 5.0 nm, shell t = 0.5 nm
permittivities kH = 40, kL = 10
height = 1000 nm, voltage = 0.50 V
ln(b/a) = 0.48551
shell logarithm inner = 0.06062
shell logarithm outer = 0.03922
Sigma uniform = 0.012138
Sigma inner = 0.016685, outer = 0.015079
x inner = 0.3746, x outer = 0.2423
ratio of added Sigma = 1.5457, b/a = 1.6250
thin-shell estimate of ratio = 1.5430
C uniform = 4.583 fF
C inner = 3.334 fF, C outer = 3.689 fF
C/length inner = 29.97 a.u., outer = 33.16 a.u.
loss inner = 1.249 fF = 27.3 percent
loss outer = 0.894 fF = 19.5 percent
ratio of capacitance losses = 1.397
extra voltage at equal charge, inner = 0.1873 V
extra voltage at equal charge, outer = 0.1212 V
equal-cost outer thickness = 0.765 nm
voltage share of shell: inner 36.3, outer 26.0 percent
Other inner radii, same T, t, kH, kL:
a = 4 nm: loss inner 30.35, outer 17.45 percent
a = 16 nm: loss inner 25.34, outer 21.00 percent
a = 32 nm: loss inner 24.26, outer 21.94 percent
a = 1000 nm: loss inner 23.12, outer 23.04 percent
Neglected effects (rough inputs):
electrode electron density = 5.0e+22 cm^-3
screening length = 0.0604 nm
with screening: C uniform = 2.286 fF
with screening: C inner = 1.926, outer = 2.040 fF
end cap adds: inner 0.0317, outer 0.0388 fF
assumed kH drop at 1 MV/cm = 5 percent
with kH drop: C inner = 3.277, outer = 3.589 fF
rough breakdown fields: kL 8, kH 4 MV/cm
peak field in kL: inner 3.75, outer 2.65 MV/cm
peak field in kH: inner case 0.88, outer case 1.04 MV/cm
barrier = 1.5 eV, tunnelling mass = 0.3 m_e
temperature = 360 K, holding time = 64 ms
charge fraction leaked: inner 5.1e-02, outer 4.2e-02
direct / WKB transmission = 2.41
no test failed
```
